# The Bragg Condition and Period of a Normal-Incidence Mo/Si Mirror: a numerical check

```python
# Result under test: a two-layer periodic mirror at normal incidence has its
# first-order stop band centred at wavelength = 2 * d * n_mean, where d is the
# period and n_mean the thickness-weighted mean of the real refractive indices.
# With absorption the reflectance maximum lies at
#   2 * d * (n_mean - n1 * k1 / k_mean),
# where n1, k1 are the first Fourier components of index n and extinction k
# (origin at the centre of a Mo layer) and k_mean is the mean extinction.
# gamma = Mo thickness / period. Lengths are in nm. Complex index is n + i k.
# The optical constants are rough one-figure inputs, constant over the scan.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

wavelength = 13.5
gamma = 0.4
delta_mo, k_mo = 0.08, 0.006
delta_si, k_si = 0.001, 0.002
n_mo, n_si = 1 - delta_mo, 1 - delta_si


def mean(a_mo, a_si):
    return gamma * a_mo + (1 - gamma) * a_si


def half_trace(lam, d, q_mo, q_si):
    """cos(K d) from direct integration of the wave equation over a period."""
    state = np.array([1.0, 0.0, 0.0, 1.0])  # two solutions: (E, E') each
    for q, thickness in ((q_mo, gamma * d), (q_si, (1 - gamma) * d)):
        length = 2 * np.pi * thickness / lam

        def rhs(t, y, q=q):
            return [y[1], -q * q * y[0], y[3], -q * q * y[2]]

        state = solve_ivp(rhs, (0, length), state, method="DOP853",
                          rtol=1e-10, atol=1e-12).y[:, -1]
    return 0.5 * (state[0] + state[3])


def stop_band(d, q_mo, q_si, guess):
    def edge(lam):
        return half_trace(lam, d, q_mo, q_si) + 1
    return (brentq(edge, 0.94 * guess, guess, xtol=1e-8),
            brentq(edge, guess, 1.06 * guess, xtol=1e-8))


def reflectance(lam, d, c_mo, c_si, periods, n_in, n_sub):
    """Recursive multiple-reflection sum; Si is the top layer."""
    def fresnel(a, b):
        return (a - b) / (a + b)

    def add(f, r):
        return (f + r) / (1 + f * r)

    turn_mo = np.exp(4j * np.pi * c_mo * gamma * d / lam)
    turn_si = np.exp(4j * np.pi * c_si * (1 - gamma) * d / lam)
    r = fresnel(c_mo, n_sub) * np.ones_like(turn_mo)
    for j in range(periods):
        r = add(fresnel(c_si, c_mo), r * turn_mo)
        above = n_in if j == periods - 1 else c_mo
        r = add(fresnel(above, c_si), r * turn_si)
    return np.abs(r) ** 2


def peak_formula(d, nm, ns, km, ks):
    f = np.sin(np.pi * gamma) / np.pi
    n1, k1 = (nm - ns) * f, (km - ks) * f
    return 2 * d * (mean(nm, ns) - n1 * k1 / mean(km, ks)), n1, k1


# Period from the Bragg condition
n_mean = mean(n_mo, n_si)
period = wavelength / (2 * n_mean)

# Test: the Bragg wavelength lies inside the gap, at the derived depth
phase_mo = 2 * np.pi * n_mo * gamma * period / wavelength
depth = (n_mo - n_si) ** 2 / (2 * n_mo * n_si) * np.sin(phase_mo) ** 2
cos_bragg = half_trace(wavelength, period, n_mo, n_si)
assert cos_bragg < -1
assert abs(cos_bragg + 1 + depth) < 1e-7

# Test: general two-layer dispersion relation away from the Bragg point
lam_off = 17.3
pa = 2 * np.pi * n_mo * gamma * period / lam_off
pb = 2 * np.pi * n_si * (1 - gamma) * period / lam_off
cos_formula = (np.cos(pa) * np.cos(pb)
               - 0.5 * (n_mo / n_si + n_si / n_mo) * np.sin(pa) * np.sin(pb))
assert abs(half_trace(lam_off, period, n_mo, n_si) - cos_formula) < 1e-7

# Test: gap centre (in wavenumber) and half-width. The centre tolerance is
# below the offset that a root-mean-square index would produce.
short, long_ = stop_band(period, n_mo, n_si, wavelength)
centre = 2 / (1 / short + 1 / long_)
half_width = (long_ - short) / (long_ + short)
half_width_formula = (abs(n_mo - n_si) * np.sin(phase_mo)
                      / (np.pi * np.sqrt(n_mo * n_si)))
n_rms = np.sqrt(mean(n_mo ** 2, n_si ** 2))
assert abs(centre / wavelength - 1) < 4e-4
assert abs(2 * period * n_rms / centre - 1) > 4e-4
assert abs(half_width / half_width_formula - 1) < 0.01

# Test: oblique condition at 30 degrees, s polarization
sin2 = np.sin(np.radians(30)) ** 2
q_mo, q_si = np.sqrt(n_mo ** 2 - sin2), np.sqrt(n_si ** 2 - sin2)
bragg_30 = 2 * period * mean(q_mo, q_si)
s30, l30 = stop_band(period, q_mo, q_si, bragg_30)
centre_30 = 2 / (1 / s30 + 1 / l30)
assert abs(centre_30 / bragg_30 - 1) < 6e-4

# Test: absorption shift in a thick stack with all optical constants reduced
# fourfold, so that neglected second-order terms are small. Three cases:
# actual absorptions, exchanged absorptions, equal absorptions.
scale = 0.25
wm, ws = 1 - scale * delta_mo, 1 - scale * delta_si
weak_bragg = 2 * period * mean(wm, ws)
grid = np.linspace(weak_bragg - 0.1, weak_bragg + 0.1, 401)
weak_results = []
for km, ks in ((k_mo, k_si), (k_si, k_mo), (0.004, 0.004)):
    km, ks = scale * km, scale * ks
    refl = reflectance(grid, period, wm + 1j * km, ws + 1j * ks, 400,
                       mean(wm, ws), mean(wm, ws))
    found = grid[np.argmax(refl)] - weak_bragg
    expected = peak_formula(period, wm, ws, km, ks)[0] - weak_bragg
    assert abs(found - expected) < 0.004, (found, expected)
    weak_results.append((found, expected))
assert weak_results[0][0] > 0.015 and weak_results[1][0] < -0.015

# Actual mirror: 40 periods in vacuum on a Si substrate
c_mo, c_si = n_mo + 1j * k_mo, n_si + 1j * k_si
scan = np.linspace(12.8, 14.2, 2801)
mirror = reflectance(scan, period, c_mo, c_si, 40, 1.0, c_si)
peak = scan[np.argmax(mirror)]
peak_r = mirror.max()
peak_est, n1, k1 = peak_formula(period, n_mo, n_si, k_mo, k_si)
k_mean = mean(k_mo, k_si)
r_est = np.exp(-2 * np.sqrt(k_mean ** 2 - k1 ** 2) / abs(n1))
# Tolerances cover second-order contrast terms and the vacuum surface.
assert abs(peak - peak_est) < 0.04
assert abs(peak_r - r_est) < 0.03
tuned = period * wavelength / peak
tuned_est = period * wavelength / peak_est

# Vacuum estimate of the period, with refraction ignored
naive = wavelength / 2
ns_, nl_ = stop_band(naive, n_mo, n_si, 2 * naive * n_mean)
assert wavelength > nl_


def r_design(d):
    return reflectance(np.array([wavelength]), d, c_mo, c_si, 40, 1.0, c_si)[0]


print(f"Design wavelength: {wavelength:.1f} nm; Mo fraction: {gamma:.1f}")
print(f"Mo rough inputs: n = {n_mo:.3f}, k = {k_mo:.3f}")
print(f"Si rough inputs: n = {n_si:.3f}, k = {k_si:.3f}")
print(f"Mean index: {n_mean:.4f}; mean extinction: {k_mean:.4f}")
print(f"Bragg period: {period:.3f} nm")
print(f"Mo layer: {gamma * period:.2f} nm")
print(f"Si layer: {(1 - gamma) * period:.2f} nm")
for dm in (0.07, 0.09):
    d_alt = wavelength / (2 * mean(1 - dm, n_si))
    print(f"Period if Mo index is {1 - dm:.2f}: {d_alt:.3f} nm")
print(f"Mo phase at Bragg point: {phase_mo:.4f} rad")
print(f"cos(Kd) at Bragg point, integrated: {cos_bragg:.6f}")
print(f"cos(Kd) at Bragg point, formula: {-1 - depth:.6f}")
print(f"Lossless stop band: {short:.3f} to {long_:.3f} nm")
print(f"Stop-band centre in wavenumber, as wavelength: {centre:.4f} nm")
print(f"2 d times rms index, for comparison: {2 * period * n_rms:.4f} nm")
print(f"Relative half-width, integrated: {half_width:.5f}")
print(f"Relative half-width, formula: {half_width_formula:.5f}")
print(f"30 degrees, Bragg formula: {bragg_30:.4f} nm")
print(f"30 degrees, integrated band centre: {centre_30:.4f} nm")
print(f"Fourier components: n1 = {n1:.5f}, k1 = {k1:.5f}")
for name, pair in zip(("actual", "exchanged", "equal"), weak_results):
    print(f"Weak stack, {name} k: peak shift {pair[0]:+.4f} nm,"
          f" formula {pair[1]:+.4f} nm")
print(f"40-period mirror, computed peak: {peak:.3f} nm")
print(f"Peak from absorption formula: {peak_est:.3f} nm")
print(f"40-period mirror, peak reflectance: {peak_r:.3f}")
print(f"Peak reflectance from formula: {r_est:.3f}")
print(f"Period putting computed peak at 13.5 nm: {tuned:.3f} nm")
print(f"Same period from absorption formula: {tuned_est:.3f} nm")
print(f"Vacuum estimate of period: {naive:.3f} nm")
print(f"Its lossless stop band: {ns_:.3f} to {nl_:.3f} nm")
print(f"Reflectance at 13.5 nm, vacuum-estimate period: {r_design(naive):.3f}")
print(f"Reflectance at 13.5 nm, Bragg period: {r_design(period):.3f}")
print(f"Reflectance at 13.5 nm, tuned period: {r_design(tuned):.3f}")
print("verified")
```

Output:

```
Design wavelength: 13.5 nm; Mo fraction: 0.4
Mo rough inputs: n = 0.920, k = 0.006
Si rough inputs: n = 0.999, k = 0.002
Mean index: 0.9674; mean extinction: 0.0036
Bragg period: 6.977 nm
Mo layer: 2.79 nm
Si layer: 4.19 nm
Period if Mo index is 0.93: 6.949 nm
Period if Mo index is 0.91: 7.006 nm
Mo phase at Bragg point: 1.1951 rad
cos(Kd) at Bragg point, integrated: -1.002938
cos(Kd) at Bragg point, formula: -1.002938
Lossless stop band: 13.180 to 13.839 nm
Stop-band centre in wavenumber, as wavelength: 13.5012 nm
2 d times rms index, for comparison: 13.5108 nm
Relative half-width, integrated: 0.02439
Relative half-width, formula: 0.02440
30 degrees, Bragg formula: 11.5523 nm
30 degrees, integrated band centre: 11.5544 nm
Fourier components: n1 = -0.02392, k1 = 0.00121
Weak stack, actual k: peak shift +0.0285 nm, formula +0.0281 nm
Weak stack, exchanged k: peak shift -0.0220 nm, formula -0.0230 nm
Weak stack, equal k: peak shift +0.0005 nm, formula +0.0000 nm
40-period mirror, computed peak: 13.607 nm
Peak from absorption formula: 13.612 nm
40-period mirror, peak reflectance: 0.742
Peak reflectance from formula: 0.753
Period putting computed peak at 13.5 nm: 6.922 nm
Same period from absorption formula: 6.920 nm
Vacuum estimate of period: 6.750 nm
Its lossless stop band: 12.750 to 13.388 nm
Reflectance at 13.5 nm, vacuum-estimate period: 0.135
Reflectance at 13.5 nm, Bragg period: 0.730
Reflectance at 13.5 nm, tuned period: 0.742
verified
```
